# Interface-Phonon Shift of a Fixed Charge and Its Classical Image Energy, part 2

A point charge $e$ is held at $z=d>0$ in a nonpolar semiconductor of relative permittivity $s$. The half-space $z<0$ is a polar dielectric with static and high-frequency permittivities $\kappa_0$ and $\kappa_\infty$. Which classical energy does the phonon shift $\Delta E$ of the charge replace? SI units are used, with $\varepsilon_0$ the vacuum permittivity; retardation is neglected.

The scaled ionic displacement $\mathbf u$ has transverse frequency $\omega_T$ and polarization $\gamma\mathbf u$. Only its interface modes reach a charge in the semiconductor. For in-plane wave vector $\mathbf q$ and interface area $A$, they have amplitude $Q_{\mathbf q}$, frequency $\omega_S$ and potential $\phi_{\mathbf q}e^{i\mathbf q\cdot\mathbf r-q|z|}$:

$$\varepsilon_0 s q\phi_{\mathbf q}=-\varepsilon_0\kappa_\infty q\phi_{\mathbf q}+\frac{\gamma q Q_{\mathbf q}}{\sqrt{Aq}}
\quad\Longrightarrow\quad
\phi_{\mathbf q}=\frac{\gamma Q_{\mathbf q}}{\varepsilon_0(s+\kappa_\infty)\sqrt{Aq}}. \tag{4}$$

$$\omega_S^2=\omega_T^2\left[1+\frac{\kappa_0-\kappa_\infty}{s+\kappa_\infty}\right]=\omega_T^2\,\frac{s+\kappa_0}{s+\kappa_\infty}. \tag{5}$$

For dielectric permittivity $\kappa$, the charge's potential $A^{-1}\sum_{\mathbf q}f_q(z)e^{i\mathbf q\cdot\mathbf r}$ has

$$f_q(z)=\frac{e}{2\varepsilon_0 s q}\left[e^{-q|z-d|}+R\,e^{-q(z+d)}\right]\quad(z>0). \tag{6}$$

$$s(1-R)=\kappa(1+R)\quad\Longrightarrow\quad R=\frac{s-\kappa}{s+\kappa},\qquad 1+R=\frac{2s}{s+\kappa}. \tag{7}$$

$$f_q(z)=\frac{e\,e^{-qd}}{\varepsilon_0(s+\kappa)q}\,e^{qz}\quad(z<0). \tag{8}$$

The charge adds the force $-c_q$ to the equation for $Q_{\mathbf q}$:

$$c_q=\frac{\sqrt{Aq}}{A}\,\frac{\gamma e\,e^{-qd}}{\varepsilon_0(s+\kappa_\infty)q}=\frac{\gamma e\,e^{-qd}}{\varepsilon_0(s+\kappa_\infty)\sqrt{Aq}}. \tag{9}$$

Further results are

$$\frac{\gamma^2}{\omega_S^2}=\varepsilon_0(\kappa_0-\kappa_\infty)\,\frac{s+\kappa_\infty}{s+\kappa_0}. \tag{11}$$

$$B=\frac{\kappa_0-\kappa_\infty}{(s+\kappa_\infty)(s+\kappa_0)}=\frac1{s+\kappa_\infty}-\frac1{s+\kappa_0}. \tag{13}$$

$$\frac1A\sum_{\mathbf q}\frac{e^{-2qd}}{q}\to\int_0^\infty\frac{2\pi q\,dq}{(2\pi)^2}\,\frac{e^{-2qd}}{q}=\frac1{2\pi}\,\frac1{2d}=\frac1{4\pi d}. \tag{15}$$

$$\Delta E=-\frac{e^2}{8\pi\varepsilon_0d}\left[\frac1{s+\kappa_\infty}-\frac1{s+\kappa_0}\right]. \tag{16}$$

$$H=W(\kappa_\infty)+\Delta E+\sum_{\mathbf q}\hbar\omega_Sb_{\mathbf q}^\dagger b_{\mathbf q}. \tag{17}$$

Here $W(\kappa_\infty)$ is the charge's energy with ions clamped at $\mathbf u=0$, omitting its self-energy in a uniform semiconductor; $b_{\mathbf q}$ removes a phonon of the displaced lattice. In the ground state the interaction energy is $2\Delta E$ and the lattice energy $-\Delta E$. With $M_q=c_q\sqrt{\hbar/(2\omega_S)}$, the mean phonon number is

$$N=\sum_{\mathbf q}\frac{M_q^2}{(\hbar\omega_S)^2}=\frac{|\Delta E|}{\hbar\omega_S}. \tag{18}$$

### The image energy

Let the dielectric have a single permittivity $\kappa$. At the position of the charge the part of (6) due to the interface is the term with $R$. Setting $z=d$ and summing over wave vectors as in (15), we obtain the induced potential

$$\phi_{\rm ind}=\int_0^\infty\frac{q\,dq}{2\pi}\,\frac{eR\,e^{-2qd}}{2\varepsilon_0sq}=\frac{eR}{8\pi\varepsilon_0sd}. \tag{19}$$

This is the potential of an image charge $Re$ at distance $2d$ in a uniform semiconductor. The energy is not the full product $e\phi_{\rm ind}$. If the charge is built up at its final position from zero to $e$, the induced potential grows in proportion to it, and the work is $\int_0^e(e'/e)\,\phi_{\rm ind}\,de'=e\phi_{\rm ind}/2$. Hence

$$W(\kappa)=\frac{e^2}{16\pi\varepsilon_0sd}\,\frac{s-\kappa}{s+\kappa}. \tag{20}$$

The charge is attracted to a dielectric with $\kappa>s$ and repelled by one with $\kappa<s$.

### The difference of two image energies

Write the reflection factor as

$$\frac{s-\kappa}{s+\kappa}=\frac{2s}{s+\kappa}-1. \tag{21}$$

The $-1$ cancels between the static and the high-frequency energy, and the factor $s$ cancels the one in the denominator of (20):

$$W(\kappa_0)-W(\kappa_\infty)=\frac{e^2}{8\pi\varepsilon_0d}\left[\frac1{s+\kappa_0}-\frac1{s+\kappa_\infty}\right]=\Delta E. \tag{22}$$

The last step is equation (16): the phonon shift of a fixed charge in the semiconductor equals the static image energy minus the high-frequency one. The two sides were obtained differently. The phonon side used the normalized lattice modes and their frequency, whereas the classical side used electrostatics with two values of $\kappa$.

The total energy from (17) is $W(\kappa_\infty)+\Delta E=W(\kappa_0)$. There are thus two consistent descriptions of a fixed charge. One uses the static image energy and adds no phonon shift. The other uses the high-frequency image energy and treats the phonons explicitly. The static image energy plus the phonon shift is not a valid combination.

The two energies also have a meaning in time. Suppose the charge appears suddenly while the ions are at rest at $\mathbf u=0$. Then $\ddot Q_{\mathbf q}=-\omega_S^2Q_{\mathbf q}-c_q$ has the solution

$$Q_{\mathbf q}(t)=-\frac{c_q}{\omega_S^2}\left(1-\cos\omega_St\right). \tag{23}$$

The energy at the first instant is $W(\kappa_\infty)$, and without damping it stays there. The displacement oscillates about the equilibrium value $-c_q/\omega_S^2$. If damping brings the ions to rest at that value, an energy $|\Delta E|$ is given up and $W(\kappa_0)$ remains.

When $\kappa_0\to\kappa_\infty$ the ions carry no polarization and $\Delta E$ vanishes. When $\kappa_0\to\infty$ it tends to the finite value $-e^2/[8\pi\varepsilon_0d(s+\kappa_\infty)]$. As $d\to0$ the formula diverges, because it then relies on wavelengths too short for a continuous medium.

### A charge inside the dielectric

The equality fails if the charge lies at depth $d$ inside the polar medium. Exchanging the roles of the media in (6) and (7), the potential of one Fourier component at the charge is

$$\frac{e}{2\varepsilon_0q}\left[\frac1\kappa+\frac{\kappa-s}{\kappa(\kappa+s)}e^{-2qd}\right]
=\frac{e}{2\varepsilon_0q}\left[\frac{1-e^{-2qd}}\kappa+\frac{2e^{-2qd}}{\kappa+s}\right]. \tag{24}$$

Here $(\kappa-s)/[\kappa(\kappa+s)]=2/(\kappa+s)-1/\kappa$ was used. Between static and high-frequency permittivity, the last term changes in proportion to $-2Be^{-2qd}$. This is the interface branch, whose potential (4) is equally strong on both sides. The other term changes in proportion to $-(1/\kappa_\infty-1/\kappa_0)(1-e^{-2qd})$ and belongs to the longitudinal bulk modes. With the permittivities of the example below and $qd=1$, the interface branch supplies only 5.6% of the lattice shift of that component.

### Several lattice modes

Let the dielectric have modes $j$ with transverse frequencies $\omega_j$ and couplings $\gamma_j$, where $\gamma_j^2=\varepsilon_0\delta_j\omega_j^2$ and the permittivity steps $\delta_j$ add up to $\kappa_0-\kappa_\infty$. The derivation of (4) and (5) now gives coupled equations with the stiffness matrix

$$K_{ij}=\omega_j^2\delta_{ij}+\frac{\gamma_i\gamma_j}{\varepsilon_0(s+\kappa_\infty)}, \tag{25}$$

in which $\delta_{ij}$ is the unit matrix. Its eigenvalues are the squared frequencies of the interface branches. The force on mode $j$ is (9) with $\gamma_j$ in place of $\gamma$. The minimum of a quadratic energy with a linear force contains $\sum_j\gamma_jx_j\equiv X$, where $x$ solves $\sum_jK_{ij}x_j=\gamma_i$. Written out, this equation is

$$\omega_i^2x_i=\gamma_i\left[1-\frac{X}{\varepsilon_0(s+\kappa_\infty)}\right].$$

Multiply by $\gamma_i/\omega_i^2$, sum over $i$, and use $\sum_i\gamma_i^2/\omega_i^2=\varepsilon_0(\kappa_0-\kappa_\infty)$. Solving for $X$ gives

$$X=\varepsilon_0(\kappa_0-\kappa_\infty)\frac{s+\kappa_\infty}{s+\kappa_0}. \tag{26}$$

This is the combination (11) that fixed the shift for one mode. The sum over all branches therefore obeys (22), while a single branch supplies only its share.

### Worked example

Consider an ionized dopant 2 nm deep in a depleted silicon channel, with a dielectric resembling hafnium dioxide directly on the silicon. The rough values are $s=12$, $\kappa_0=22$, $\kappa_\infty=5$ and $\hbar\omega_T=14$ meV. The last stands for several lattice modes lumped into one. With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, the image energies from (20) are

$$W(\kappa_0)=\frac{1.440\ \text{eV nm}}{4\times12\times2\ \text{nm}}\times\frac{12-22}{12+22}=-4.41\ \text{meV},$$

$$W(\kappa_\infty)=\frac{1.440\ \text{eV nm}}{4\times12\times2\ \text{nm}}\times\frac{12-5}{12+5}=+6.18\ \text{meV}.$$

With the ions clamped, the charge is repelled from the interface, since $\kappa_\infty<s$: the electrons of the dielectric attract it, but less than the silicon that would otherwise fill that half-space. The response of the ions turns the net repulsion into attraction. On the phonon side $B=1/17-1/34=0.0294$, and (16) gives

$$\Delta E=-\frac{1.440\ \text{eV nm}}{2\times2\ \text{nm}}\times0.0294=-10.6\ \text{meV},$$

equal to the difference $-4.41-6.18$ meV. The interaction contributes $-21.2$ meV and the displaced lattice $+10.6$ meV. At depths of 1 and 4 nm the shift is $-21.2$ and $-5.3$ meV, as the factor $1/d$ requires.

From (5), $\hbar\omega_S=14\sqrt{34/17}=19.8$ meV. The mean phonon number (18) is $10.6/19.8=0.53$. At 300 K each mode also holds 0.87 thermal phonons on average, but by (17) they do not alter the shift.

To see the effect of lumping the modes, split the step of 17 into 15 at 12 meV and 2 at 48 meV, again rough values. Diagonalizing (25) gives branches at 16.0 and 50.9 meV, with shifts of $-8.1$ and $-2.5$ meV. Their sum is again $-10.6$ meV.

### Real gate stacks

Silicon under hafnium dioxide has permittivities of roughly the size used here, though those of the oxide depend on its phase and preparation. Direct contact between two half-spaces is the less realistic assumption. A real stack can have a thin silicon-dioxide interlayer and a metal gate close by. Their effect follows from (6) if $\kappa$ in $R$ is replaced by a load $Y(q)$, defined by $sf_q'(0^+)=qYf_q(0)$. Within a layer of permittivity $\kappa$ and thickness $t$, the potential is a combination of $\cosh$ and $\sinh$ of $q$ times the distance from its far side. If the load at the far side is $Y'$, the ratio of the two amplitudes is $Y'/\kappa$, and at the near side

$$Y=\kappa\,\frac{Y'+\kappa\tanh qt}{\kappa+Y'\tanh qt}. \tag{27}$$

An ideal metal has $Y'\to\infty$, and then $Y=\kappa/\tanh qt$. The static-minus-high-frequency energy is

$$\Delta E=\frac{e^2}{8\pi\varepsilon_0s}\int_0^\infty dq\,e^{-2qd}\left(R_{\rm static}-R_{\rm high}\right), \tag{28}$$

which now includes the phonons of every layer. Take a 0.7 nm interlayer with rough permittivities 3.9 (static) and 2.5 (high-frequency), and keep the dopant 2 nm below the silicon surface. Numerical integration gives $-7.7$ meV. If the high-k film is also cut to 3 nm and backed by an ideal metal, the result is $-5.7$ meV. The ideal interface thus gives nearly twice the shift of this more realistic stack. These numbers still treat the silicon as an unbounded insulator, and its far side matters too. For the ideal interface, neutral silicon, treated as an ideal conductor beginning 20 nm or 10 nm from the interface, reduces the shift to $-9.0$ or $-7.5$ meV; a smooth depletion edge changes these values by up to 0.1 meV. A silicon body 5 nm thick with the same dielectric on both faces raises it to $-19.6$ meV.

### Channel electrons, recoil and other limits

The example assumes an empty channel. Suppose instead that electrons form a thin sheet at the silicon surface and respond to a static potential by the density change $(dn/d\mu)\,e\phi$, where $n$ is their sheet density and $\mu$ their Fermi level above the band edge. Their charge adds $q_s/q$ to the load, with $q_s=e^2(dn/d\mu)/\varepsilon_0$. For one parabolic subband with in-plane mass $m$ and degeneracy $g$, the density of states is $D=gm/(2\pi\hbar^2)$, and

$$n=Dk_BT\ln\left(1+e^{\mu/k_BT}\right),\qquad \frac{dn}{d\mu}=D\left(1-e^{-n/Dk_BT}\right). \tag{29}$$

With $m=0.19$ electron masses, $g=4$ for spin and two valleys, $n=5\times10^{12}$ cm$^{-2}$ and 300 K, the bracket is 0.70 and $q_s=20$ nm$^{-1}$. At the typical wave number $1/(2d)=0.25$ nm$^{-1}$ the added load is about 80, larger than either permittivity of the dielectric. For the ideal interface, equation (28) with the sheet present in both reflection factors gives $-0.6$ meV. A real electron layer has a thickness comparable with the depth of the dopant, and at 300 K a sizeable part of this density occupies higher subbands and the other valleys, which raises $q_s$. This number is therefore an estimate of size. It shows that the unscreened shift does not apply to a filled channel.

If the charge is a mobile electron, each one-phonon state also contains its recoil energy. For an electron initially at rest in the plane, with its depth held at 2 nm and no phonon present (zero temperature), the second-order shift is multiplied by

$$2d\int_0^\infty dq\,e^{-2qd}\left\langle\frac{\hbar\omega_S}{\hbar\omega_S+\hbar^2q^2/2m(\theta)}\right\rangle_\theta, \tag{30}$$

where $m(\theta)$ is the mass along the direction of $\mathbf q$ and the brackets average over that direction. The factor is 0.68 for an isotropic mass of 0.19 electron masses. It is 0.76 when the principal masses are 0.19 and 0.92. Unlike the shift of a fixed charge, this factor depends on temperature: at 300 K the absorption of thermal phonons adds a term with denominator $\hbar^2q^2/2m-\hbar\omega_S$, and its principal value brings the factor to about 0.6 in both cases. For an electron at rest the classical difference therefore overstates the second-order shift. This does not extend to a moving electron. For the isotropic mass at 300 K the factor is about 1.2 at a kinetic energy of 15 meV, it grows further near the emission threshold $\hbar\omega_S$, and its Boltzmann average is about 0.9. The value at a given energy depends on the lumping of the modes: with the two branches at 16.0 and 50.9 meV the factor at 15 meV is about 1.6, while the average stays near 0.9. These factors refer to a sharp depth. For an electron at rest with the isotropic mass and depth distribution proportional to $z^2e^{-bz}$ of mean 2 nm, kept in that one subband, the shift is about 0.7 of (16) at both zero temperature and 300 K. With recoil, the argument that led to (17) no longer excludes higher orders.

Other corrections for these inputs are the following:

- Raising $\kappa_0$ by 10% gives $-11.2$ meV. Different phases of hafnium dioxide differ by more than this: (16) gives $-8.3$ meV for $\kappa_0=16$ and $-12.6$ meV for $\kappa_0=30$, and lowering $\kappa_\infty$ to 4 gives $-11.9$ meV. A value $\kappa_0=40$ would give $-14.3$ meV.
- Wavelengths below 2 nm supply a fraction $e^{-4\pi}=3.5\times10^{-6}$ of the shift, so a cutoff in wave number at atomic distances hardly matters at this depth. Atomic-scale structure of the interface still acts on long wavelengths. A 0.2 nm layer of dielectric without ionic response at the interface gives $-9.4$ meV, and moving the interface plane 0.2 nm farther from the charge gives $-9.6$ meV.
- The shift (16) is the self term of one charge. A second dopant at the same depth and lateral distance $r$ adds the cross term $-e^2B/[2\pi\varepsilon_0\sqrt{r^2+4d^2}]$, which is the static minus the high-frequency interaction of the pair. Depletion widths of 20 and 10 nm at a band bending of 0.9 V imply spacings of about 7 and 4 nm. The cross term with one neighbour is then about $-11$ and $-14$ meV, or $-7$ and $-8$ meV when the neutral silicon screens it, which is as large as the self term.
- The dopant's normal field in the dielectric is largest directly beneath it. From (8) it equals $2e/[4\pi\varepsilon_0(s+\kappa)d^2]$, which is 0.21 MV/cm with relaxed ions and 0.42 MV/cm with clamped ions. Both values lie well below a rough breakdown field of 4 MV/cm. At a depth of 1 nm they are four times larger, 0.85 and 1.7 MV/cm, and the margin is small. The field of the gate bias comes in addition and is not part of this estimate.

Tunnelling of the charge does not enter, because the charge is the core of a dopant ion. If the dopant captures a carrier it becomes neutral, and the result for a fixed point charge no longer applies.

Numbers in the example were calculated in double precision.
